# Preconditioned conjugate gradients for the periodic Poisson equation with tensor permittivity

## Result

Let $\varepsilon(\mathbf r)$ be a real, symmetric, positive definite relative permittivity tensor in a periodic cell. The equation to be solved is

$$-\nabla\cdot(\varepsilon\nabla\phi)=\rho/\varepsilon_0 .$$

Precondition conjugate gradients with $P=\mathbf G\cdot\varepsilon_{\rm ref}\cdot\mathbf G$, where $\varepsilon_{\rm ref}$ is a constant, symmetric, positive definite tensor. Let $\lambda_{\rm lo}$ and $\lambda_{\rm hi}$ be the smallest and largest eigenvalues, over all $\mathbf r$, of

$$\varepsilon(\mathbf r)\mathbf v=\lambda\,\varepsilon_{\rm ref}\mathbf v,\qquad \kappa=\lambda_{\rm hi}/\lambda_{\rm lo}.$$

In exact arithmetic, and for $\kappa>1$, the relative residual in the norm $\sqrt{r^TP^{-1}r}$ falls to $\tau$ after at most

$$k_{\max}=\left\lceil\frac{\ln(2\sqrt\kappa/\tau)}{\ln\dfrac{\sqrt\kappa+1}{\sqrt\kappa-1}}\right\rceil \tag{1}$$

steps, for any source and any size of the odd Fourier grids described below, on which $P$ and the operator are built from the same derivative. If $\kappa=1$, one step suffices. Equation (1) is an upper bound set by the contrast relative to $\varepsilon_{\rm ref}$. The actual count also depends on the source and on how the eigenvalues are distributed, and it can drift with the grid below the bound.

## Discrete equations

Take an odd number of points along each axis. The derivative is $D_a=F^{-1}\,iG_a\,F$, with $F$ the discrete Fourier transform. Because $iG_a$ is imaginary and odd in $\mathbf G$, $D_a$ is a real antisymmetric matrix, $D_a^T=-D_a$. An even grid has a Nyquist mode without a partner at $-G$. Setting its derivative to zero would add spurious null vectors, which is why odd grids are used here. It also breaks the bound if $P$ keeps the full $\mathbf G$: a mode at the Nyquist wavevector along one axis and the lowest wavevector along another then has $\phi^TA\phi/\phi^TP\phi$ of order $(G_{\min}/G_{\max})^2$, and the step count grows with the grid. On an even grid the Nyquist component must be zeroed in $P$ as well, and the null modes removed from the source.

With $b=\rho/\varepsilon_0$ at the grid points, the equation becomes $A\phi=b$, where

$$A=-\sum_{ab}D_a\varepsilon_{ab}D_b=\sum_{ab}D_a^T\varepsilon_{ab}D_b,\qquad P=\sum_{ab}D_a^T\varepsilon_{{\rm ref},ab}D_b .$$

In Fourier space $P$ is multiplication by $\mathbf G\cdot\varepsilon_{\rm ref}\cdot\mathbf G$. Writing $\mathbf g=D\phi$,

$$\phi^TA\phi=\sum_{\mathbf r}\mathbf g\cdot\varepsilon(\mathbf r)\cdot\mathbf g\ge0 .$$

This vanishes only if $\mathbf g=0$ at every point, that is, for constant $\phi$. Since $A$ is symmetric and annihilates constants, $A\phi$ has zero mean, so $b$ must have zero mean too. For a charged cell, subtracting the mean of $\rho$ adds a uniform compensating background. The potential is fixed by giving it zero mean, and all inverses below act on zero-mean functions.

## Why the grid drops out

Factor $\varepsilon_{\rm ref}=LL^T$ and set $\mathbf w=L^T\mathbf g$. Then $\mathbf g\cdot\varepsilon_{\rm ref}\cdot\mathbf g=|\mathbf w|^2$ and $\mathbf g\cdot\varepsilon\cdot\mathbf g=\mathbf w\cdot(L^{-1}\varepsilon L^{-T})\mathbf w$. The symmetric matrix in brackets has the eigenvalues $\lambda$ defined above, so at every point

$$\lambda_{\rm lo}\,\mathbf g\cdot\varepsilon_{\rm ref}\cdot\mathbf g\le\mathbf g\cdot\varepsilon(\mathbf r)\cdot\mathbf g\le\lambda_{\rm hi}\,\mathbf g\cdot\varepsilon_{\rm ref}\cdot\mathbf g .$$

Summing over the grid gives

$$\lambda_{\rm lo}\,\phi^TP\phi\le\phi^TA\phi\le\lambda_{\rm hi}\,\phi^TP\phi. \tag{2}$$

The eigenvalues $\mu_i$ of $Av_i=\mu_iPv_i$ therefore lie in $[\lambda_{\rm lo},\lambda_{\rm hi}]$. The grid spacing does not enter.

The interval cannot be narrowed for all grids. Take a packet $\phi=a(\mathbf r-\mathbf r_0)\cos(\mathbf k\cdot\mathbf r)$, whose gradient is $-\mathbf k\,a\sin(\mathbf k\cdot\mathbf r)+\cos(\mathbf k\cdot\mathbf r)\nabla a$. For large $k$ the first term dominates and $\sin^2$ averages to $1/2$ in numerator and denominator. If $\varepsilon$ is continuous and the envelope is then narrowed,

$$\frac{\phi^TA\phi}{\phi^TP\phi}\to\frac{\mathbf k\cdot\varepsilon(\mathbf r_0)\cdot\mathbf k}{\mathbf k\cdot\varepsilon_{\rm ref}\cdot\mathbf k}.$$

Choosing $\mathbf r_0$ and $\mathbf k\parallel\mathbf v$ at an extreme eigenvalue reaches either end. Finer grids admit shorter packets, so the condition number approaches $\kappa$ from below and saturates, though not necessarily monotonically.

Without the preconditioner there is no saturation. If the eigenvalues of $\varepsilon$ lie in $[m,M]$, then $\phi^TA\phi$ lies between $m$ and $M$ times $\phi^T(-\nabla^2)\phi$. By the min–max principle the largest eigenvalue of $A$ is at least $mG_{\max}^2$ and the smallest nonzero one at most $MG_{\min}^2$. The condition number is thus at least $(m/M)(G_{\max}/G_{\min})^2$, which grows as the square of the points per axis.

## Conjugate gradients and the bound

Start from $\phi_0=0$ and let $\phi_*$ be the solution, $e_k=\phi_*-\phi_k$, $r_k=b-A\phi_k=Ae_k$, $z_k=P^{-1}r_k$ and $\|e\|_A^2=e^TAe$. The method minimizes $\|e_k\|_A$ over the space $K_k$ spanned by $z_0,\dots,z_{k-1}$. At the minimum the gradient vanishes within $K_k$, so $r_k\perp K_k$.

Suppose the search directions $p_0,\dots,p_{k-1}$ span $K_k$ and satisfy $p_i^TAp_j=0$ for $i\ne j$. The minimization then separates into one line search per direction. Try $p_k=z_k+\beta p_{k-1}$. From $r_{j+1}=r_j-\alpha_jAp_j$,

$$p_j^TAz_k=\frac{(r_j-r_{j+1})^Tz_k}{\alpha_j}=\frac{(z_j-z_{j+1})^Tr_k}{\alpha_j}.$$

This is zero for $j\le k-2$, because $z_j$ and $z_{j+1}$ then lie in $K_k$. For $j=k-1$ it equals $-r_k^Tz_k/\alpha_{k-1}$, which $\beta$ must cancel. The line search gives $\alpha_{k-1}=r_{k-1}^Tp_{k-1}/p_{k-1}^TAp_{k-1}$, and $r_{k-1}^Tp_{k-1}=r_{k-1}^Tz_{k-1}$ because $r_{k-1}\perp p_{k-2}$. Hence

$$\beta=\frac{r_k^Tz_k}{\alpha_{k-1}\,p_{k-1}^TAp_{k-1}}=\frac{r_k^Tz_k}{r_{k-1}^Tz_{k-1}} .$$

Let $C=P^{-1}A$. Then $z_0=C\phi_*$, and $K_k$ is spanned by $C\phi_*,\dots,C^k\phi_*$. So $e_k=q(C)\phi_*$, where $q$ is the best polynomial of degree at most $k$ with $q(0)=1$. Expand $\phi_*=\sum_ic_iv_i$ with $v_i^TPv_j=\delta_{ij}$:

$$\|e_k\|_A^2=\sum_i\mu_iq(\mu_i)^2c_i^2\le\max_{\lambda_{\rm lo}\le\mu\le\lambda_{\rm hi}}q(\mu)^2\;\|\phi_*\|_A^2 .$$

An upper bound follows from any admissible $q$. Take the Chebyshev choice

$$q(\mu)=\frac{T_k\big((\lambda_{\rm hi}+\lambda_{\rm lo}-2\mu)/(\lambda_{\rm hi}-\lambda_{\rm lo})\big)}{T_k(x_0)},\qquad x_0=\frac{\kappa+1}{\kappa-1}.$$

The numerator is at most 1 in magnitude on the interval. With $t=(\sqrt\kappa+1)/(\sqrt\kappa-1)$,

$$\frac12\left(t+\frac1t\right)=\frac{(\sqrt\kappa+1)^2+(\sqrt\kappa-1)^2}{2(\kappa-1)}=x_0 ,$$

so $T_k(x_0)=\frac12(t^k+t^{-k})\ge\frac12t^k$, and $\|e_k\|_A\le2t^{-k}\|e_0\|_A$.

For any error $e=\sum_id_iv_i$, the residual is $r=\sum_i\mu_id_iPv_i$. Thus $r^TP^{-1}r=\sum_i\mu_i^2d_i^2$, while $\|e\|_A^2=\sum_i\mu_id_i^2$, and

$$\lambda_{\rm lo}\|e\|_A^2\le r^TP^{-1}r\le\lambda_{\rm hi}\|e\|_A^2. \tag{3}$$

Using the upper inequality for $r_k$ and the lower for $r_0$, the relative residual is at most $2\sqrt\kappa\,t^{-k}$. Setting this to $\tau$ gives (1). For large $\kappa$, $\ln t\approx2/\sqrt\kappa$, and the bound grows as $\frac12\sqrt\kappa\ln(2\sqrt\kappa/\tau)$.

The energy converges faster. Since $r_k\perp\phi_k$, $b^T(\phi_*-\phi_k)=(\phi_k+e_k)^TAe_k=\|e_k\|_A^2$, and $b^T\phi_*=\|\phi_*\|_A^2$. With $E=\frac12\int\rho\phi\,dV$, (3) gives

$$0\le\frac{E-E_k}{E}=\frac{\|e_k\|_A^2}{\|e_0\|_A^2}\le\kappa\tau^2 .$$

This is the solver error relative to the converged energy on the same grid. It says nothing about discretization error.

## Algorithm and cost

```
r = b - mean(b);  phi = 0
z = P^-1 r  (Fourier division; G=0 term set to 0)
p = z;  s = r.z;  s0 = s
if s0 = 0: return phi
repeat
    g = D p;  f = eps g;  q = -D.f
    alpha = s / (p.q)
    phi += alpha p;  r -= alpha q
    z = P^-1 r;  s_new = r.z
    if s_new <= tau^2 s0: return phi
    p = z + (s_new/s) p;  s = s_new
```

In three dimensions with real-space vectors, each step takes ten scalar transforms: four for the gradient, four for the divergence and two for the preconditioner. Holding the vectors as Fourier coefficients leaves six, three on each side of the multiplication by $\varepsilon$. Work per step is $O(N\log N)$ for $N$ grid points. Storage is five vectors, up to six tensor components and three flux components.

## Choosing the reference

Multiplying $\varepsilon_{\rm ref}$ by a constant leaves every $K_k$, and so every iterate, unchanged. Now let $\varepsilon(\mathbf r)$ have fixed principal axes, with component $a$ ranging over $[m_a,M_a]$. Testing the pointwise inequality with the unit vector along $a$ gives $\lambda_{\rm hi}\ge M_a/\varepsilon_{{\rm ref},aa}$ and $\lambda_{\rm lo}\le m_a/\varepsilon_{{\rm ref},aa}$. Hence $\kappa\ge M_a/m_a$ for each axis, for any reference. The diagonal choice $\varepsilon_{{\rm ref},aa}=\sqrt{m_aM_a}$ has ratios within $[\sqrt{m_a/M_a},\sqrt{M_a/m_a}]$ and attains the smallest possible value, $\kappa=\max_a(M_a/m_a)$.

A two-dimensional model shows the effect when the axes rotate. In a cell of side $2\pi$ the principal values are $12s$ and $2s$, with $s=1+\frac12\cos x\cos y$, and the major axis lies at $30^\circ+5^\circ\sin x$. The reference is the same tensor with $s=1$ and no wobble. Then $\kappa=3.18$, whereas a unit reference gives $\kappa=18$.

On grids with 9 to 27 points per axis, the preconditioned condition number computed by diagonalization rises from 2.57 to 3.01, below its limit. Without the preconditioner it rises from about 100 to 1102. With one random source per grid and $\tau=10^{-8}$, the runs on 15, 31 and 63 points per axis took the following counts, which vary somewhat with the source:

- 14, 15 and 15 steps with the tensor reference (bound 16);
- 30, 34 and 36 steps with the unit reference (bound 43);
- 114, 274 and 602 steps without a preconditioner.

## Charged defect in a germanium slab

A slab of thickness $d=2$ nm, centred at $z=0$, lies in vacuum in a $2.5\times2.5\times4.5$ nm cell. A Gaussian charge $+e$ of standard deviation 0.25 nm sits at $z=0.5$ nm, half a nanometre below a surface. Bulk germanium is cubic, with a rough relative permittivity $\epsilon=16$, but the interface is anisotropic. Tangential field and normal displacement are continuous across layers, so a mixture with germanium fraction $s$ has

$$\varepsilon_\parallel=1+(\epsilon-1)s,\qquad \frac1{\varepsilon_\perp}=1+\left(\frac1\epsilon-1\right)s .$$

At $s=1/2$ these are 8.5 and 1.9. The profile is $s=\frac12\left[\operatorname{erf}\frac{z+d/2}{w}-\operatorname{erf}\frac{z-d/2}{w}\right]$ with $w=0.2$ nm. Both components run from 1 to 16, so an isotropic reference is optimal and $\kappa=16$. For $\tau=10^{-8}$, (1) gives

$$\frac{\ln(8\times10^8)}{\ln(5/3)}=\frac{20.50}{0.511}=40.1,\qquad k_{\max}=41 .$$

Grids from $15\times15\times27$ to $45\times45\times81$, a 27-fold increase in points, take 30, 32, 32 and 34 steps. The cause of this small drift is not established here; the counts stay below the bound. On the coarsest grid, unpreconditioned iteration takes 310 steps.

All four grids give $E=0.1658$ eV. As a test by another route, the slab equation was separated into in-plane wavevectors $q$,

$$-\frac{d}{dz}\left(\varepsilon_\perp\frac{d\phi_q}{dz}\right)+\varepsilon_\parallel q^2\phi_q=\frac{\rho_q}{\varepsilon_0},$$

and solved by finite differences in $z$, with direct integration for $q=0$. The energy agrees to the printed $10^{-6}$ eV.

With the $25\times25\times45$ grid, geometry and source fixed, permittivities 2, 4, 8, 16, 32 and 64 need 11, 16, 23, 32, 44 and 62 steps. Each doubling multiplies the count by 1.38 to 1.45, close to the $\sqrt2$ suggested by the leading growth of the bound. At $\epsilon=16$, a tolerance of $10^{-3}$ takes 12 steps and leaves a relative energy error of $2.2\times10^{-6}$, within the limit $\kappa\tau^2=1.6\times10^{-5}$.

The macroscopic tensor of the cell is a poor reference. Its in-plane arithmetic mean is 7.67 and its normal harmonic mean 1.71. Short normal waves in germanium then have quotient $16/1.71$, and short in-plane waves in vacuum $1/7.67$, so $\kappa=72$. The count on the same grid rises from 32 to 62.

### What the energy represents

This energy includes the Gaussian self-energy and the background; it is not that of an isolated defect. Raising the cell height $H$ from 4.5 to 6.3 nm changes it to 0.316 eV. Most of the increase is field energy in the added vacuum, as a planar estimate shows. Let $S$ be the cell's cross-section and $v=H-d$ the vacuum thickness. Neglecting the field asymmetry caused by the off-centre charge, the vacuum field at distance $x$ from mid-vacuum is $ex/(\varepsilon_0SH)$, so the vacuum energy is

$$2\cdot\frac{\varepsilon_0S}{2}\int_0^{v/2}\left(\frac{ex}{\varepsilon_0SH}\right)^2dx=\frac{e^2}{2\varepsilon_0S}\,\frac{v^3}{12H^2}.$$

With $e/\varepsilon_0=18.095$ V nm this gives 0.093 and 0.242 eV. The difference, 0.149 eV, is close to the computed 0.150 eV. So close a match is partly fortuitous, because the estimate assumes sharp faces and keeps all the charge inside the slab, which overstates the vacuum energy at both heights. The vacuum energy grows linearly with $H$ for thick vacuum, so adding vacuum does not converge the uncorrected energy.

### Comparison with real germanium

The permittivity is typical of bulk germanium, but the slab is very thin, and local bulk screening is in doubt. The interpolation $\epsilon(q)=1+[1/(\epsilon-1)+(q/q_{\rm TF})^2]^{-1}$, with Thomas–Fermi wavevector $q_{\rm TF}=20.4$ nm$^{-1}$, falls to 10.5 at the inverse charge width. It raises the bulk Gaussian self-energy from 0.102 to 0.128 eV, or 26%. The confinement energy of an electron, $\hbar^2\pi^2/(2m d^2)$, depends on the slab's orientation. For the L valleys of a (001) slab, with a rough mass of 0.12 electron masses along the normal, it is 0.78 eV, comparable with the rough 0.7 eV bulk gap. This parabolic value is too large, since band nonparabolicity lowers it to roughly 0.5 to 0.6 eV. The $\Delta$ valleys along the normal, about 0.2 eV higher in bulk but with a mass near 1 and a confinement energy of only about 0.1 eV, then lie lowest, so the conduction edge rises by only about 0.2 to 0.3 eV. The value 0.78 eV therefore overstates the electron contribution in what follows. For a (111) slab the lowest valley has a mass near 1.6, and the energy is only about 0.06 eV. Adding the (001) value to a rough 4 eV average (Penn) gap, with $\epsilon-1$ scaling as the inverse square of that gap, lowers the permittivity to 11.5 and raises $E$ by 17%. This is a crude estimate: it leaves out the confinement of holes, and a band-edge shift need not move the whole average gap. On the finest grid, the peak field at points at least 0.2 nm inside the surfaces is 3.5 MV/cm, which far exceeds the rough bulk breakdown field of 0.1 MV/cm. The potential span over those points is 0.28 V, below the gap energy, but it is limited by the 2.5 nm lateral period. For an isolated charge in the same slab the potential depth relative to infinity is about 0.5 V, and about 0.7 V with the permittivity 11.5, comparable with the gap. Linear response at such fields remains an assumption. Intrinsic carriers at 300 K are negligible: the Debye length is about 760 nm. Heavy doping could change that.

## Failure modes

- **Indefinite or nonsymmetric tensor.** Interpolation of $\varepsilon$ can overshoot. If an eigenvalue becomes zero or negative, (2) loses its positive lower bound and $p^TAp$ may vanish or change sign. Check the eigenvalues at every point. An antisymmetric part that is constant in space drops out, because the derivatives commute. One that varies in space generally makes $A$ nonsymmetric, and another solver is then needed.
- **Near-metallic regions.** As $\kappa\to\infty$ the bound diverges, and a constant reference cannot remove a contrast that varies in space.
- **Stopping in the plain norm.** The ratio of $r^Tr$ to $r^TP^{-1}r$ ranges over the eigenvalues of $P$, which spread as the grid is refined. Conversion therefore puts a grid-dependent factor inside the logarithm of (1). This weakens the guarantee, but the actual count need not grow.
- **Rounding.** For very small $\tau$ the updated $r$ can pass the stopping test while the true residual $b-A\phi$ has stalled at rounding level. Recompute $b-A\phi$ at the end and remove any mean that has accumulated.
- **Unresolved interfaces.** A small residual certifies the discrete solution. Convergence of the physical result needs a separate comparison of grids.

The full set of values is in the numerical output.

## Numbers as computed

```
2D model: principal values 12 s, 2 s; s = 0.5 to 1.5
2D axes: 30 +- 5 deg
tensor ref: lam_lo 0.4921, lam_hi 1.5672
packet quotients: 0.4958, 1.5613
kappa bound: tensor ref 3.184, unit ref 17.999
2D N=9: kappa preconditioned 2.575, plain 100.5
2D N=15: kappa preconditioned 2.847, plain 312.0
2D N=21: kappa preconditioned 2.951, plain 644.7
2D N=27: kappa preconditioned 3.005, plain 1102.2
relative residual tolerance: 1e-08
2D step bounds: tensor 16, unit 43
2D N=15 steps: tensor 14, unit 30, plain 114
2D N=31 steps: tensor 15, unit 34, plain 274
2D N=63 steps: tensor 15, unit 36, plain 602
Ge cell: 2.5 x 2.5 x 4.5 nm, slab 2.0 nm
edge width 0.2 nm, charge width 0.25 nm, charge z 0.5 nm
Ge relative permittivity (rough): 16
e/eps0: 18.0951 V nm
Ge grid (15, 15, 27), h 0.1667 nm: 30 steps, E 0.165848 eV
Ge grid (25, 25, 45), h 0.1000 nm: 32 steps, E 0.165848 eV
Ge grid (35, 35, 63), h 0.0714 nm: 32 steps, E 0.165848 eV
Ge grid (45, 45, 81), h 0.0556 nm: 34 steps, E 0.165848 eV
Ge energy, independent layered solve: 0.165848 eV
Ge step bound: 41
Ge plain CG, coarsest grid: 310 steps
contrast 2: 11 steps, bound 12, E 0.6155 eV
contrast 4: 16 steps, bound 19, E 0.3686 eV
contrast 8: 23 steps, bound 28, E 0.2356 eV
contrast 16: 32 steps, bound 41, E 0.1658 eV
contrast 32: 44 steps, bound 59, E 0.1299 eV
contrast 64: 62 steps, bound 85, E 0.1117 eV
tol 1e-3: 12 steps, relative energy error 2.16e-06
macroscopic tensor: in-plane 7.667, normal 1.714
macroscopic ref: kappa 71.56, 62 steps, bound 90
potential span in slab interior: 0.280 V; rough gap 0.7 eV
peak field in slab interior: 3.47 MV/cm
rough bulk breakdown field: 0.1 MV/cm
rough lattice constant 0.57 nm; q_TF 20.36 1/nm
eps(q) at q = 1/width: 10.50
bulk self-energy: local 0.1016, nonlocal 0.1277 eV
confinement energy, rough mass 0.12: 0.783 eV
rough Penn gap 4.0 eV: thin-slab permittivity 11.49
energy with thin-slab permittivity: 0.1936 eV
energy with cell height 6.3 nm: 0.3160 eV
kT at 300 K: 0.0259 eV
rough intrinsic density: 2e+13 cm^-3
Debye length 756 nm; carriers per slab cell 2.5e-07
```
